# The least solar heating of a surface with prescribed colour: a program that tests the result

```python
"""
Result under test: the least solar heat absorbed by an opaque, diffuse,
nonfluorescent surface of prescribed colour t is
    A*(t) = max_nu D(nu),
    D(nu) = integral over the visible window of S*min(1, nu.c) - nu.t,
attained by reflectance R = 1 where nu.c < 1 and R = 0 where nu.c > 1.
S: solar spectral irradiance, W/m^2/nm; c: three colour matching functions;
t = integral of S*c*R, W/m^2; nu: three dimensionless prices of colour.
Wavelengths are in nm. The sun is a Planck model; the observer is a
multi-lobe Gaussian approximation to the CIE 1931 two-degree functions.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq, linprog

LO, HI = 380.0, 780.0
BAND_LO, BAND_HI = 300.0, 2500.0
T_SUN, T_LAMP, POWER = 5800.0, 2856.0, 1000.0


def planck(nm, temperature):
    x = constants.h * constants.c / (nm * 1e-9 * constants.k * temperature)
    return (nm / 1000.0) ** -5 / np.expm1(x)


SCALE = POWER / quad(planck, BAND_LO, BAND_HI, args=(T_SUN,), limit=200)[0]


def sun(nm):
    return SCALE * planck(nm, T_SUN)


def lamp(nm):
    return SCALE * planck(nm, T_LAMP)


def lobe(nm, centre, left, right):
    width = np.where(nm < centre, left, right)
    return np.exp(-0.5 * ((nm - centre) / width) ** 2)


def cmf(nm):
    x = (1.056 * lobe(nm, 599.8, 37.9, 31.0)
         + 0.362 * lobe(nm, 442.0, 16.0, 26.7)
         - 0.065 * lobe(nm, 501.1, 20.4, 26.2))
    y = (0.821 * lobe(nm, 568.8, 46.9, 40.5)
         + 0.286 * lobe(nm, 530.9, 16.3, 31.1))
    z = (1.217 * lobe(nm, 437.0, 11.8, 36.0)
         + 0.681 * lobe(nm, 459.0, 26.0, 13.8))
    return np.array([x, y, z])


def moments(nm):
    """Rows: S, S*x, S*y, S*z."""
    return sun(nm) * np.vstack([np.ones((1, len(nm))), cmf(nm)])


# Gauss quadrature on 0.1 nm panels; all lobe centres lie on panel edges.
STEP, N_PANEL = 0.1, 4000
grid = LO + STEP * np.arange(N_PANEL + 1)
gx, gw = np.polynomial.legendre.leggauss(3)
nodes = (grid[:-1, None] + STEP * (gx + 1) / 2).ravel()
weights = np.tile(gw * STEP / 2, N_PANEL)
node_moments = moments(nodes) * weights
panels = node_moments.reshape(4, N_PANEL, 3).sum(axis=2)
cumulative = np.hstack([np.zeros((4, 1)), np.cumsum(panels, axis=1)])
window = cumulative[:, -1]
cmf_grid = cmf(grid)


def integral_to(nm):
    j = min(int((nm - LO) / STEP + 1e-9), N_PANEL - 1)
    h = nm - grid[j]
    return cumulative[:, j] + moments(grid[j] + h * (gx + 1) / 2) @ (gw * h / 2)


def switching_points(nu):
    v = 1 - nu @ cmf_grid
    places = np.where(v[:-1] * v[1:] < 0)[0]
    return [brentq(lambda q: 1 - nu @ cmf(q), grid[j], grid[j + 1],
                   xtol=1e-12) for j in places]


def dual(nu, target):
    """Lower bound D, its gradient, and the switching wavelengths."""
    switches = switching_points(nu)
    points = np.array([LO, *switches, HI])
    segments = np.diff(np.array([integral_to(p) for p in points]), axis=0)
    middle = (points[1:] + points[:-1]) / 2
    reflected = segments[nu @ cmf(middle) < 1].sum(axis=0)
    gradient = reflected[1:] - target
    return window[0] - reflected[0] + nu @ gradient, gradient, switches


def maximise_dual(target):
    nu = np.ones(3)
    value, grad, switches = dual(nu, target)
    for _ in range(300):
        size = np.linalg.norm(grad)
        if size < 1e-8:
            break
        curvature = 1e-2 * size * np.eye(3)
        for q in switches:
            slope = abs(nu @ (cmf(q + 1e-4) - cmf(q - 1e-4))) / 2e-4
            c = cmf(q)
            curvature += sun(q) * np.outer(c, c) / max(slope, 1e-12)
        step = np.linalg.solve(curvature, grad)
        s = 1.0
        while s > 1e-14:
            trial = dual(nu + s * step, target)
            if trial[0] >= value + 1e-4 * s * (grad @ step) - 1e-10:
                break
            s /= 2
        nu = nu + s * step
        value, grad, switches = trial
    assert np.linalg.norm(grad) < 1e-6, "dual maximum not reached"
    return nu, value, switches


# Invisible part of the sunlight, in bins that carry power but no colour.
ir_edges = np.linspace(HI, BAND_HI, 44)
invisible = np.array([quad(sun, BAND_LO, LO)[0]]
                     + [quad(sun, a, b)[0]
                        for a, b in zip(ir_edges[:-1], ir_edges[1:])])


def linear_program(target, width):
    """Least heat with constant reflectance in bins, by the simplex method."""
    n = int(round(width / STEP))
    bins = panels.reshape(4, -1, n).sum(axis=2)
    power = np.concatenate([bins[0], invisible])
    equations = np.hstack([bins[1:], np.zeros((3, len(invisible)))])
    res = linprog(-power, A_eq=equations, b_eq=target, bounds=(0, 1),
                  method="highs-ds")
    assert res.status == 0
    return power.sum() + res.fun, res.x


def integrate(function, points):
    return sum(quad(function, a, b, limit=200)[0]
               for a, b in zip(points[:-1], points[1:]))


def colour(source, reflectance, points):
    return np.array([integrate(
        lambda q: source(q) * cmf(q)[i] * reflectance(q), points)
        for i in range(3)])


def chroma(tri, white):
    return tri[1] / white[1], tri[0] / tri.sum(), tri[1] / tri.sum()


pigments = {
    "red": lambda q: 0.20 + 0.50 / (1 + np.exp(-(q - 590.0) / 15.0)),
    "green": lambda q: 0.15 + 0.40 * np.exp(-0.5 * ((q - 530.0) / 35.0) ** 2),
    "blue": lambda q: 0.15 + 0.40 * np.exp(-0.5 * ((q - 460.0) / 35.0) ** 2),
    "grey": lambda q: 0.30 + 0.0 * q,
}

# Independence of the matching functions makes pigment colours interior.
gram = (cmf(nodes) * sun(nodes) * weights) @ cmf(nodes).T
assert np.linalg.eigvalsh(gram)[0] > 1e-3
assert abs(window[0] + invisible.sum() - POWER) < 1e-5

print(f"Model sun: {T_SUN:.0f} K, {POWER:.0f} W/m^2 in "
      f"{BAND_LO:.0f}-{BAND_HI:.0f} nm")
print(f"Power in window {LO:.0f}-{HI:.0f} nm (= least heat of black): "
      f"{window[0]:.2f} W/m^2")
print(f"Invisible power: {invisible.sum():.2f} W/m^2")
print("White colour t (x,y,z): "
      + ", ".join(f"{v:.3f}" for v in window[1:]) + " W/m^2")

rng = np.random.default_rng(4)
solutions = {}
for name, pigment in pigments.items():
    target = node_moments[1:] @ pigment(nodes)
    nu, least, switches = maximise_dual(target)
    solutions[name] = (target, nu, switches)
    points = [LO, *switches, HI]

    def best(q, nu=nu):
        return float(nu @ cmf(q) < 1)

    # Heat and colour of the two-valued reflectance from their definitions.
    heat = integrate(lambda q: sun(q) * (1 - best(q)), points)
    assert abs(heat - least) < 1e-5
    assert np.max(np.abs(colour(sun, best, points) - target)) < 1e-5

    # Any prices give a lower bound; binned reflectances give upper bounds.
    gaps = []
    for width in (4.0, 1.0, 0.2):
        upper, reflectance = linear_program(target, width)
        gaps.append(upper - least)
        inside = reflectance[:-len(invisible)]
        fractional = np.sum((inside > 1e-7) & (inside < 1 - 1e-7))
        assert fractional <= 3
        assert np.min(reflectance[-len(invisible):]) > 1 - 1e-9
    # Slack of 1e-5 W/m^2 covers the feasibility tolerance of the solver.
    assert gaps[0] >= gaps[1] - 1e-5 and gaps[1] >= gaps[2] - 1e-5
    assert -1e-5 < gaps[2] < 0.05
    for _ in range(20):
        assert dual(nu + rng.normal(size=3), target)[0] <= upper + 1e-5

    visible_heat = node_moments[0] @ (1 - pigment(nodes))
    full_heat = integrate(lambda q: sun(q) * (1 - pigment(q)),
                          [BAND_LO, LO, 580.0, HI, BAND_HI])
    assert least < visible_heat < full_heat
    lum, cx, cy = chroma(target, window[1:])
    print(f"[{name}] Y/Ywhite {lum:.4f}, chromaticity x {cx:.4f}, y {cy:.4f}")
    print("  colour t (x,y,z): "
          + ", ".join(f"{v:.3f}" for v in target) + " W/m^2")
    print(f"  pigment heat {full_heat:.2f} W/m^2; "
          f"invisible reflected {visible_heat:.2f} W/m^2")
    print(f"  least heat A* {least:.3f} W/m^2")
    print("  prices nu: " + ", ".join(f"{v:.4f}" for v in nu))
    print("  switches: " + ", ".join(f"{v:.2f}" for v in switches) + " nm")
    print("  LP minus A*, bins 4, 1, 0.2 nm: "
          + ", ".join(f"{abs(g) if abs(g) < 5e-6 else g:.5f}" for g in gaps)
          + " W/m^2")

# Prices are minus the derivatives of the least heat with respect to colour.
target, nu, switches = solutions["red"]
delta = 1e-3
slopes = []
for i in range(3):
    shift = delta * np.eye(3)[i]
    plus = maximise_dual(target + shift)[1]
    minus = maximise_dual(target - shift)[1]
    slopes.append((plus - minus) / (2 * delta))
assert np.max(np.abs(np.array(slopes) + nu)) < 1e-3 * (1 + np.max(np.abs(nu)))
print("Red, finite-difference dA*/dt: "
      + ", ".join(f"{v:.4f}" for v in slopes))

# A match in sunlight is tested under a different illuminant.
points = [LO, *switches, HI]
lamp_white = colour(lamp, lambda q: 1.0, [LO, 580.0, HI])
lamp_pigment = colour(lamp, pigments["red"], [LO, 580.0, HI])
lamp_best = colour(lamp, lambda q: float(nu @ cmf(q) < 1), points)
assert np.max(np.abs(lamp_best / lamp_pigment - 1)) > 1e-3
for label, tri in (("pigment", lamp_pigment), ("optimum", lamp_best)):
    lum, cx, cy = chroma(tri, lamp_white)
    print(f"Red {label} under {T_LAMP:.0f} K lamp: Y/Ywhite {lum:.4f}, "
          f"x {cx:.4f}, y {cy:.4f}")

print("PASS")
```

Output:

```
Model sun: 5800 K, 1000 W/m^2 in 300-2500 nm
Power in window 380-780 nm (= least heat of black): 499.56 W/m^2
Invisible power: 500.44 W/m^2
White colour t (x,y,z): 140.634, 144.781, 146.107 W/m^2
[red] Y/Ywhite 0.3308, chromaticity x 0.4371, y 0.3494
  colour t (x,y,z): 59.927, 47.899, 29.273 W/m^2
  pigment heat 478.51 W/m^2; invisible reflected 291.41 W/m^2
  least heat A* 180.910 W/m^2
  prices nu: 0.1537, 1.2415, 1.0273
  switches: 423.97, 480.53, 521.21, 596.93 nm
  LP minus A*, bins 4, 1, 0.2 nm: 0.12761, 0.00955, 0.00036 W/m^2
[green] Y/Ywhite 0.3777, chromaticity x 0.2932, y 0.4472
  colour t (x,y,z): 35.846, 54.679, 31.737 W/m^2
  pigment heat 801.38 W/m^2; invisible reflected 376.00 W/m^2
  least heat A* 182.515 W/m^2
  prices nu: 0.7839, 0.8093, 0.9401
  switches: 423.53, 478.92, 539.10, 618.82 nm
  LP minus A*, bins 4, 1, 0.2 nm: 0.15291, 0.01651, 0.00065 W/m^2
[blue] Y/Ywhite 0.1976, chromaticity x 0.2324, y 0.2231
  colour t (x,y,z): 29.797, 28.603, 69.806 W/m^2
  pigment heat 802.13 W/m^2; invisible reflected 377.18 W/m^2
  least heat A* 189.890 W/m^2
  prices nu: 0.8287, 1.3646, 0.4627
  switches: 433.13, 464.86, 518.00, 626.93 nm
  LP minus A*, bins 4, 1, 0.2 nm: 0.19639, 0.00535, 0.00049 W/m^2
[grey] Y/Ywhite 0.3000, chromaticity x 0.3259, y 0.3355
  colour t (x,y,z): 42.190, 43.434, 43.832 W/m^2
  pigment heat 700.00 W/m^2; invisible reflected 349.69 W/m^2
  least heat A* 179.247 W/m^2
  prices nu: 0.5011, 1.0911, 0.7239
  switches: 427.44, 473.63, 526.51, 612.36 nm
  LP minus A*, bins 4, 1, 0.2 nm: 0.19098, 0.02169, 0.00039 W/m^2
Red, finite-difference dA*/dt: -0.1537, -1.2415, -1.0273
Red pigment under 2856 K lamp: Y/Ywhite 0.3784, x 0.5453, y 0.3826
Red optimum under 2856 K lamp: Y/Ywhite 0.3661, x 0.5736, y 0.3480
PASS
```
